# Competitive Langmuir–Hinshelwood film growth as one reactant pressure is raised, part 2

A film grows from gases A and B, which adsorb on the same surface sites. Adjacent A and B react irreversibly, adding one formula unit and emptying both sites. The question is how growth responds to the pressure $p_A$ at fixed $p_B$ and temperature $T$.

There are $N_s$ sites per unit area, each with $z$ neighbours. Fractions $\theta_0$, $\theta_A$, $\theta_B$ are empty, covered by A and covered by B. For species $i$, $h_ip_i$ is the number of hits per site and second, $s_i$ the sticking probability on an empty site, and $d_i=\nu\,e^{-E_i/k_BT}$ the desorption rate, with prefactor $\nu$ and desorption energy $E_i$. Adsorption balance gives

$$\theta_i=K_ip_i\theta_0,\qquad K_i=\frac{s_ih_i}{d_i}. \tag{1}$$

With $a=K_Ap_A$ and $b=K_Bp_B$,

$$\theta_0=\frac{1}{1+a+b},\qquad \theta_A=\frac{a}{1+a+b},\qquad \theta_B=\frac{b}{1+a+b}. \tag{3}$$

An adjacent pair reacts with rate constant $k_{\rm pair}$, and $k=zk_{\rm pair}$. For reaction slow compared with desorption, the turnover rate per site is

$$r=k\,\theta_A\theta_B=\frac{k\,a\,b}{(1+a+b)^2}. \tag{5}$$

Its local order in A and its derivative are

$$\frac{\partial\ln r}{\partial\ln p_A}=a\,\frac{\partial\ln r}{\partial a}=1-\frac{2a}{1+a+b}=1-2\theta_A , \tag{6}$$

$$\frac{\partial r}{\partial a}=\frac{k\,b\,(1+b-a)}{(1+a+b)^3}. \tag{7}$$

The maximum lies at

$$a^*=1+b,\qquad p_A^*=\frac{1+K_Bp_B}{K_A}, \tag{8}$$

$$r_{\max}=\frac{k(1+b)b}{4(1+b)^2}=\frac{k\,b}{4(1+b)} . \tag{9}$$

At high $p_A$, $r$ falls as $kb/a$. Beyond the maximum, $r=fr_{\max}$ at $p_A=u_fp_A^*$, where

$$u_f=\frac{2-f+2\sqrt{1-f}}{f}. \tag{12}$$

The example is MgO grown from water (A) and a magnesium precursor (B) at 500 K, with illustrative inputs: precursor pressure 1.00 mTorr, $E_A=0.95$ eV, $E_B=1.00$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$, $s_A=s_B=1$, $k=20\ \mathrm{s^{-1}}$ and $N_s=2.0\ \mathrm{nm^{-2}}$. These give $h_B=6.024\times10^5\ \mathrm{s^{-1}\,Torr^{-1}}$, $d_B=832.6\ \mathrm{s^{-1}}$, $K_A=696.7\ \mathrm{Torr^{-1}}$ and $b=0.7235$. The growth rate is $G=rN_sV_f$, where $V_f$ is the volume of one MgO unit and $N_sV_f=0.0373$ nm. The optimum is $p_A^*=2.47$ mTorr, with $r_{\max}=2.10\ \mathrm{s^{-1}}$ and $G_{\max}=4.70$ nm/min.

### (g) Excess water

*Follow the growth rate as the water pressure is raised further at the same precursor pressure and temperature.*

**Solution.** Equations (3) and (5) give:

| Water (mTorr) | $\theta_A$ | $\theta_B$ | $G$ (nm/min) |
|---:|---:|---:|---:|
| 0.10 | 0.039 | 0.404 | 0.70 |
| 1.00 | 0.288 | 0.299 | 3.85 |
| 2.47 | 0.500 | 0.210 | 4.70 |
| 10.0 | 0.802 | 0.083 | 2.99 |
| 30.0 | 0.924 | 0.032 | 1.32 |
| 100 | 0.976 | 0.010 | 0.44 |

Between the optimum and 100 mTorr the water coverage does not quite double, while the precursor coverage falls by a factor of about 21. Their product falls by a factor of about 11. The local order in water, $1-2\theta_A$, is $-0.60$ at 10 mTorr and $-0.95$ at 100 mTorr, close to its limit of $-1$.

The values of $u_f$ from part (e) place the half-maximum at $5.828\times2.474=14.4$ mTorr and one tenth of the maximum at $37.974\times2.474=93.9$ mTorr. In this model, growth lost to excess water can be recovered by lowering the water pressure. It can also be raised by adding precursor: exchanging A and B in (6) gives the order in precursor as $1-2\theta_B$, which is positive throughout the table.

### (h) When excess A does not remove all growth

*Examine two changes: separate sites for A and B, and a direct reaction of gaseous B with adsorbed A.*

**Solution.** First let A adsorb only on one set of sites and B only on another, with $N_s$ sites of each kind per unit area. Every neighbour of an A site is a B site. Each set has its own site balance, $\theta_0^{(A)}(1+a)=1$ and $\theta_0^{(B)}(1+b)=1$, so

$$r_{\rm sep}=k\,\frac{a}{1+a}\,\frac{b}{1+b},\qquad \frac{\partial r_{\rm sep}}{\partial a}=\frac{k\,b}{(1+b)(1+a)^2}>0 . \tag{13}$$

Here $r_{\rm sep}$ is counted per A site. It rises with $a$ and saturates at $kb/(1+b)$, which is $4r_{\max}$. With $k$, $K_A$, $K_B$ and the precursor pressure unchanged, 100 mTorr of water would give 18.5 nm/min instead of 0.44 nm/min. This comparison doubles the total number of sites, but that doubling does not cause the difference in trend. The suppression comes from competition for shared sites.

Now return to shared sites and let a gaseous B that strikes an adsorbed A react with probability $q$. This channel, of the Eley–Rideal type, needs no site for B. Its rate per adsorbed A is $e=qh_Bp_B$. If it too is slow enough to leave the coverages (3) undisturbed, the total rate is

$$r_{\rm tot}=\frac{k\,a\,b}{(1+a+b)^2}+\frac{e\,a}{1+a+b}. \tag{14}$$

As $a\to\infty$ the first term vanishes and the second tends to $e$. Growth then has a floor instead of going to zero.

A maximum before this floor is not guaranteed. The derivative of $a/(1+a+b)$ is $(1+b)/(1+a+b)^2$. Together with (7) this gives

$$\frac{\partial r_{\rm tot}}{\partial a}=\frac{kb(1+b-a)+e(1+b)(1+a+b)}{(1+a+b)^3}.$$

The numerator is linear in $a$ and positive at $a=0$. Its slope is $-kb+e(1+b)$. It changes sign at some positive $a$ if, and only if, $e<kb/(1+b)=4r_{\max}$. For a larger $e$ the total rate never falls.

For an assumed $q=10^{-4}$ the example gives $e=10^{-4}\times6.024\times10^5\times10^{-3}\ \mathrm{s^{-1}}=0.060\ \mathrm{s^{-1}}$. This is far below $4r_{\max}=8.4\ \mathrm{s^{-1}}$, so a maximum remains. The floor is $0.060\times0.0373\times60=0.13$ nm/min. At 100 mTorr of water the direct channel would already add about 30 % to the 0.44 nm/min of the surface reaction.

### (i) Other ways of occupying sites

*Find how the maximum and the high-pressure law change if A splits on adsorption, or if B blocks two sites.*

**Solution.** Suppose first that A splits into two equal fragments, each holding one site, and that one fragment reacts with one B. In mean field, adsorption needs two adjacent empty sites and is proportional to $p_A\theta_0^2$. Desorption needs two adjacent fragments and is proportional to $\theta_A^2$. Their balance is $\theta_A^2=a\theta_0^2$, which now defines $a=K_Ap_A$. Hence $\theta_A=\sqrt a\,\theta_0$, and the rate and the condition for its maximum follow from (5) and (8) with $a$ replaced by $\sqrt a$:

$$r=\frac{k\sqrt a\,b}{(1+\sqrt a+b)^2},\qquad a^*=(1+b)^2,\qquad r\to\frac{k\,b}{\sqrt a}. \tag{15}$$

The maximum rate is unchanged, but the decline is slower. Because $d\ln\sqrt a=\tfrac12\,d\ln p_A$, the local order in A is half of (6), namely $\tfrac12(1-2\theta_A)$, and tends to $-\tfrac12$ at high pressure. With the same numerical $K_A$, the optimum moves to $1.7235^2/696.7$ Torr $=4.26$ mTorr.

Next let A occupy one site as before, while B needs two. If $n_B$ is the number of B molecules per site, the mean-field balance is $n_B=b\theta_0^2$. The site balance becomes

$$(1+a)\theta_0+2b\theta_0^2=1 . \tag{16}$$

Take $r=k\theta_An_B=kab\theta_0^3$ as an estimate; it ignores the changed number of neighbours around a larger molecule. Differentiating (16) with respect to $a$ gives

$$\theta_0+(1+a+4b\theta_0)\frac{d\theta_0}{da}=0 .$$

Therefore

$$\frac{d\ln r}{da}=\frac1a+\frac{3}{\theta_0}\frac{d\theta_0}{da}=\frac1a-\frac{3}{1+a+4b\theta_0},$$

which vanishes when $2a=1+4b\theta_0$. The left side grows with $a$ and the right side falls, because $\theta_0$ falls, so there is again one maximum. At large $a$, (16) gives $\theta_0\to1/a$ and hence $r\to kb/a^2$. Suppression is stronger because B must find two empty sites.

Solving these equations for the example, with $k$, $K_A$ and $K_B$ held fixed, puts the optimum at 1.51 mTorr with a growth rate of 1.92 nm/min. The height is underestimated, mainly because on a square lattice a two-site molecule has six neighbouring sites rather than four. A sum over all placements on a periodic $4\times4$ lattice, with the same low-coverage law $n_B=b\theta_0^2$, gives 1.44 mTorr and 3.1 nm/min, and a tail $1.5\,kb/a^2$; the exponent $-2$ is unchanged.

### (j) Size of the remaining approximations

*Estimate the effects of finite reaction speed, repulsion between neighbours, temperature error and gas consumption.*

**Solution.** *Finite reaction speed.* Keep the reaction in the mean-field balance for B: $s_Bh_Bp_B\theta_0=d_B\theta_B+k\theta_A\theta_B$. Then

$$\theta_B=\frac{b\,\theta_0}{1+k\theta_A/d_B}.$$

At 100 mTorr of water, $k\theta_A/d_B=20\times0.976/832.6=0.023$, so the rate should be about 2 % below (5). A calculation on a ring of six sites, with every adsorption, desorption and reaction event included and $k_{\rm pair}=k/2$, gives a reduction of 2.25 % relative to (5). This is the largest change among the six pressures in the table.

*Repulsion.* Let each pair of occupied neighbours cost an energy $w$, whichever species are present. For a given set of occupied sites, this energy does not depend on which molecules are A and which are B. Each occupied site then holds A with probability $a/(a+b)$ and B with probability $b/(a+b)$, independently. If $P_{oo}$ is the probability that two neighbouring sites are both occupied,

$$r=k\,P_{oo}\,\frac{ab}{(a+b)^2}. \tag{17}$$

For $w=0$, $P_{oo}=[(a+b)/(1+a+b)]^2$ and (5) returns. The statistical weight of a configuration with $M$ occupied pairs contains $e^{-wM/k_BT}$, so

$$\frac{\partial\langle M\rangle}{\partial w}=-\frac{\langle M^2\rangle-\langle M\rangle^2}{k_BT}\le0 .$$

Repulsion therefore lowers $P_{oo}$ and, if $k$ is unchanged, the rate. At sufficiently high pressure the surface still fills, $P_{oo}\to1$, and $r\to kb/a$ as before.

For $w=0.020$ eV, a sum over the configurations of a periodic $3\times3$ lattice moves the optimum to 3.35 mTorr and lowers the maximum to 2.07 nm/min. That is 56 % below the value without repulsion. This cell is small: on infinitely long periodic strips six or eight sites wide the values settle at 3.42 mTorr and 2.04 nm/min, about 2 % higher and 1.5 % lower. In a real layer repulsion may also change the reaction barrier, which this estimate leaves out.

*Temperature.* Equation (8) can be written $p_A^*=1/K_A+(K_B/K_A)p_B$. The first term rises steeply with temperature because water desorbs faster. The second falls slightly, since $E_B$ exceeds $E_A$. At fixed precursor pressure the optimum is 1.97 mTorr at 490 K and 3.25 mTorr at 510 K, a change of $-20$ % and $+31$ % from its value at 500 K.

*Gas consumption.* At the optimum, the fraction of hits that ends in reaction is $r_{\max}/(h_ip_i)$. It is 0.046 % for water and 0.35 % for the precursor. A single encounter with the surface hardly depletes either gas. Total consumption in a reactor also depends on the coated area and the gas supply, which are not specified here.

**Comparison with a real process.** Temperatures near 500 K, pressures of millitorr and growth of a few nanometres per minute are plausible for low-pressure oxide deposition. The energies, the prefactor and $k$ are the least certain inputs; a large molecule can have a desorption prefactor well above $10^{13}\ \mathrm{s^{-1}}$. With $E_B$ and $k$ held fixed, a tenfold larger prefactor for the precursor alone would lower $b$ to 0.072 and, by (9), the maximum growth rate to 0.76 nm/min. The growth rate found here therefore depends on the chosen inputs and is not a prediction. Water can form hydroxyl groups on an oxide, and a precursor can lose ligands when it adsorbs, so adsorption need not be molecular or reversible. With the energies, the prefactor and $k$ unchanged, splitting of A, a two-site B and repulsion, taken one at a time at 500 K, place the optimum between about 1.4 and 4.3 mTorr and the maximum growth rate between about 2 and 4.7 nm/min. The inputs matter more: changing $E_A$ alone to 1.00 or 0.90 eV moves the optimum to 0.78 or 7.9 mTorr. Molecular water on flat MgO(100) terraces desorbs below room temperature, which points to a smaller $E_A$ than used here; with $E_A=0.65$ eV the optimum would lie near 2.6 Torr. These are sensitivities of the model, not bounds for a real reactor. Irreversible adsorption lies outside them, because (1) then no longer applies.

For a process that does meet the assumptions, the practical sign of competition is a growth rate that passes through a maximum as water is added at fixed temperature and precursor pressure. A maximum alone does not prove this mechanism, since depletion of the precursor by reactions in the gas could also reduce growth. The numerical output below lists the values used here.

## Numbers as computed

```
temperature: 500 K
site density: 2.0 nm^-2
masses, water and precursor: 18, 170 u
desorption energies: 0.95, 1.00 eV
desorption prefactor: 1.0e+13 1/s
sticking on empty site: 1.0
reaction constant k: 20.0 1/s
precursor pressure: 1.00 mTorr
MgO lattice parameter: 0.421 nm
hits per site, water: 1.851e+06 1/(s Torr)
hits per site, precursor: 6.024e+05 1/(s Torr)
desorption rate, water: 2657.2 1/s
desorption rate, precursor: 832.6 1/s
K_A water: 696.7 1/Torr
K_B precursor: 723.5 1/Torr
b = K_B p_B: 0.7235
optimum a = 1 + b: 1.7235
optimum water pressure: 2.474 mTorr
maximum turnover: 2.0990 1/s per site
film thickness per turnover: 0.03731 nm
maximum growth rate: 4.699 nm/min
fall to 0.5 of maximum: u = 5.828, 14.42 mTorr
fall to 0.1 of maximum: u = 37.974, 93.94 mTorr
water mTorr | theta_A | theta_B | growth nm/min | ring nm/min
   0.100 | 0.0389 | 0.4035 | 0.7019 | 0.6988
   1.000 | 0.2879 | 0.2989 | 3.8530 | 3.8322
   2.474 | 0.5000 | 0.2099 | 4.6987 | 4.6589
  10.000 | 0.8017 | 0.0833 | 2.9881 | 2.9395
  30.000 | 0.9238 | 0.0320 | 1.3226 | 1.2955
 100.000 | 0.9759 | 0.0101 | 0.4428 | 0.4328
largest finite-speed change in table: -2.25 %
separate sites, 100 mTorr water: 18.529 nm/min
neighbour repulsion: 0.020 eV per pair
  optimum with repulsion: 3.354 mTorr
  maximum with repulsion: 2.073 nm/min
  tail exponent with repulsion: -1.000
splitting water, optimum: 4.264 mTorr
  maximum: 4.699 nm/min
  tail exponent: -0.500
two-site precursor, optimum: 1.514 mTorr
  maximum: 1.923 nm/min
  tail exponent: -2.000
direct reaction probability: 1.0e-04
  growth floor: 0.1349 nm/min
water consumed per hit at optimum: 0.0458 %
precursor consumed per hit at optimum: 0.3484 %
optimum water pressure at 490 K: 1.969 mTorr
optimum water pressure at 510 K: 3.249 mTorr
```
